# How thick an amorphous layer can regrow before random nucleation, part 2

An amorphous layer of thickness $L$ lies on a crystal of the same substance. From $t=0$ a planar epitaxial front climbs from height $z=0$ at speed $v$ toward the free surface at $z=L$, which it reaches undisturbed at $t=L/v$. Meanwhile nuclei of negligible size and arbitrary orientation appear in the amorphous material at rate $I$ per volume and time. They grow into random grains that stop at other crystalline material. How thick may the layer be if a fraction $P$ of its surface is to end up epitaxial?

Here $P=e^{-N}$, where $N$ is the mean number of nuclei that could reach a surface point before the front. For constant rates, grains as fast as the front and no surface nuclei,

$$
N=\frac{\pi}{6}\frac{I L^4}{v},\qquad
L_P=\left[\frac6\pi\ln\frac1P\right]^{1/4}\left(\frac vI\right)^{1/4}.
$$

The dangerous nuclei born at time $t'$ fill a half ball of radius $v(t-t')$ below the surface point, where $t=L/v$.

The argument for equal speeds uses free arrival times, those of straight, unobstructed growth. The earliest competitor owns the point: anyone ahead of it on its path could continue along that path and arrive sooner. Nuclei imagined inside transformed material therefore change nothing.

If nucleation starts abruptly at an incubation time $t_0$, the permitted thickness is

$$
L=vt_0+L_P .
$$

In a gradual start, $t_0$ is often found by extrapolating the late, linear growth of the number of nuclei back to zero. The formula then overestimates the thickness.

The closing list of values includes earlier simulations in reduced units. The surface fraction and the fraction at $0.8L$ were tested with $v=5$, $I=0.02$ and the thickness for $P=0.5$, the exponent with $v=I=1$, and incubation with $v=I=1$, $t_0=0.7$. The formula value at $0.8L$ comes from

$$
N(z)=\frac{I}{v}\left[\frac{\pi}{3}z^4-\frac{\pi}{6}L\,(2z-L)^3\right]
\qquad (z\ge L/2),
$$

the mean number for a point at height $z$.

### Grains slower than the front

Let random grains grow at speed $u=\kappa v$ with $0<\kappa\le1$. Such a difference arises when the front advances along a fast crystal direction while the grains, which have all orientations, grow more slowly on average. The model below is simpler than that situation: it gives all grains the same speed, and it lets the epitaxial crystal grow at speed $v$ in every direction, also around a grain. In a real crystal, slow facets can form beside a grain and cut off the neighbouring front. The lower bounds on $P$ and on the thickness derived below may then fail. If the grains have different speeds, inserting their average also makes the thicknesses too large, because the numbers of dangerous nuclei found below rise more steeply than in proportion to $\kappa$ and the fast grains count most.

The scaling survives at fixed $\kappa$. If lengths are measured in units of $(v/I)^{1/4}$ and times in units of $(v/I)^{1/4}/v$, both $v$ and $I$ become one. The fraction $P$ can then depend on nothing but $\kappa$ and $L/(v/I)^{1/4}$. At fixed $P$ and $\kappa$, the thickness is a number times $(v/I)^{1/4}$.

The number itself is harder to find. A grain can block the front below a surface point, and the faster epitaxial crystal may still grow around the grain and arrive at the point first. Two simpler counts enclose the answer.

**Direct capture.** Consider the nuclei that could reach the surface point in a straight line before $t=L/v$. They lie in half balls of radius $u(t-t')$. If there is at least one, take the earliest to arrive. Other random grains cannot block it, by the argument for equal speeds, which applies among the grains. Epitaxial material cannot block it either. At time $s$ the tip of the grain on this line is less than $u(t-s)$ away from the surface point, so its height exceeds

$$
L-u(t-s)\ge L-v(t-s)=vs ,
$$

and no epitaxial material is higher than $vs$. The point therefore becomes random. The mean number of such nuclei is

$$
N_{\rm dir}=I\int_0^t\frac{2\pi}{3}u^3(t-t')^3dt'
=\frac{\pi}{6}Iu^3\frac{L^4}{v^4}
=\frac{\pi}{6}\kappa^3\frac{IL^4}{v}.
$$

Detours of the front cannot rescue these points, and further points may be lost through blocking, so $P\le e^{-N_{\rm dir}}$.

**Unblocked column.** Now consider the vertical line below the surface point. If no grain touches any point of this line before the front gets there, the front climbs it freely and the surface point is epitaxial. Detours can only add epitaxial points. Hence $P\ge e^{-N_{\rm col}}$, where $N_{\rm col}$ is the mean number of nuclei that could touch the line in time.

### The volume that threatens a column

For a nucleus born at $t'$, write $T=t-t'$ for the time left. At a time $s'$ after $t'$ the front is a distance $vs'$ above its position at $t'$. A nucleus can touch the line there in time if it lies within $us'$ of that point. The dangerous volume is the union of all these balls for $0<s'\le T$.

Let $D=vT$ be the distance from the front at time $t'$ to the surface. The last ball is centred on the surface point and has radius $\kappa D$. Because centre distance and radius grow in proportion, the balls fill a cone with its apex at the front, closed at the top by the last ball.

The apex, the centre of the last ball and a point of tangency form a triangle with a right angle at the tangency point. Its hypotenuse is $D$ and one leg is $\kappa D$, so the other leg is $D\sqrt{1-\kappa^2}$. The circle of tangency has radius $\kappa D\sqrt{1-\kappa^2}$ and lies $D(1-\kappa^2)$ above the apex. The cone below it has the volume

$$
V_1=\frac{\pi}{3}\,\kappa^2D^2(1-\kappa^2)\,D(1-\kappa^2)
=\frac{\pi}{3}D^3\kappa^2(1-\kappa)^2(1+\kappa)^2 .
$$

The circle is $\kappa^2D$ below the centre of the ball. The part of the ball above the circle is a cap of height $H=\kappa D+\kappa^2D=\kappa(1+\kappa)D$, with volume

$$
V_2=\frac{\pi}{3}H^2(3\kappa D-H)
=\frac{\pi}{3}D^3\kappa^3(1+\kappa)^2(2-\kappa).
$$

In the sum, the common factor multiplies $(1-\kappa)^2+\kappa(2-\kappa)=1$. Thus

$$
V_1+V_2=\frac{\pi}{3}D^3\kappa^2(1+\kappa)^2 .
$$

The part above the free surface must be removed. It is the upper half of the last ball, because the earlier balls have lower centres and smaller radii and add nothing above the surface. Subtracting $2\pi\kappa^3D^3/3$ leaves

$$
V=\frac{\pi}{3}D^3\kappa^2\left[(1+\kappa)^2-2\kappa\right]
=\frac{\pi}{3}D^3\kappa^2(1+\kappa^2).
$$

With $\int_0^tD^3dt'=v^3t^4/4=L^4/(4v)$, the mean number is

$$
N_{\rm col}=\frac{\pi}{12}\kappa^2(1+\kappa^2)\frac{IL^4}{v}.
$$

### Bounds on the thickness

Since $N_{\rm dir}\le\ln(1/P)\le N_{\rm col}$, solving each side for $L$ gives

$$
\left[\frac{2}{\kappa^2(1+\kappa^2)}\right]^{1/4}L_P\;\le\;L\;\le\;\kappa^{-3/4}L_P ,
$$

where $L_P$ is the equal-speed value. For $\kappa=1$ both bounds equal $L_P$. The ratio of the upper bound to the lower is $[(1+\kappa^2)/(2\kappa)]^{1/4}$, which is $1.16$ for $\kappa=0.3$.

For $\kappa\to0$ both bounds diverge, since a grain that does not grow captures no area. The finite size of a nucleus, neglected here, then becomes important. For $\kappa>1$ the derivation fails, because the half balls then extend behind the front plane and would count nuclei in material that is already crystalline.

The two volume counts were tested with 400,000 random birth events for $\kappa=0.3$ and $L=v=I=1$. Direct capture gave $0.01406$ against $0.01414$ from the formula, and the column gave $0.02553$ against $0.02568$. This tests the geometry; the inequalities rest on the arguments above.

### Nuclei on the free surface

Return to equal speeds and let nuclei also form on the free surface, at a rate $J$ per unit area and time. Those born at $t'$ threaten a surface point from within a disc of radius $v(t-t')$. They add

$$
N_s=J\int_0^t\pi v^2(t-t')^2dt'=\frac{\pi}{3}Jv^2t^3=\frac{\pi}{3}\frac{JL^3}{v}.
$$

The two kinds of nuclei are independent, so their mean numbers add in the exponent. If surface nucleation acts alone, $L=[3v\ln(1/P)/(\pi J)]^{1/3}$, which is a cube-root law. The two terms are equal when $IL/6=J/3$, that is, when $J=IL/2$. Bulk nucleation dominates in thicker layers and surface nucleation in thinner ones.

For $v=L=1$, $I=0.5$ and $J=0.4$, the simulation gave $P=0.503$ and the formula gives $0.506$.

### Temperature and heating ramps

Over a limited range of temperature $T$, let $v\propto e^{-E_v/k_BT}$ and $I\propto e^{-E_I/k_BT}$. Then

$$
L_P\propto\exp\left(\frac{E_I-E_v}{4k_BT}\right).
$$

Take nucleation to be steady from the start. If it has the larger activation energy, a hotter anneal is faster but permits a smaller thickness. If the two energies are equal, temperature affects the duration alone. With incubation, the additional thickness $vt_0$ also changes with temperature. It grows on heating if $t_0$ shortens by a smaller factor than the front speeds up, and the total permitted thickness can then increase.

During a ramp both rates depend on time. Let $s(t)=\int_0^tv\,dt'$ be the distance grown, and assume again that grains and front share the same speed at each moment. With $s$ used as the clock, every speed is one and the nucleation rate per unit of $s$ is $I/v$. The earlier argument then applies unchanged, and

$$
N=\frac{2\pi}{3}\int I(t')\,[L-s(t')]^3dt'
=\frac{2\pi}{3}\int_0^L\frac Iv\,(L-s)^3ds .
$$

A constant ratio $I/v$ gives back $\pi IL^4/(6v)$. The outcome depends on the ratio of the two rates at each position of the front, not on the rates separately.

Suppose that $E_I>E_v$ and that a distance $s_r$ grows during heating. The ratio $I/v$ is then smaller during the ramp than at the final temperature, so the ramp cannot reduce the permitted thickness. Ignoring all nuclei born during the ramp gives the largest possible gain, $s_r$. The thickness therefore lies between $L_P$ and $L_P+s_r$, with $L_P$ taken at the final temperature.

### Worked example: silicon near 600 °C

Take rough values for a self-implanted amorphous layer on (100) silicon: $v=1$ nm/s and $I=3\times10^8$ cm$^{-3}$s$^{-1}$. Since 1 cm$^3$ is $10^{21}$ nm$^3$, the second value is $3\times10^{-13}$ nm$^{-3}$s$^{-1}$. Then

$$
\frac vI=3.33\times10^{12}\ \text{nm}^4,\qquad
\left(\frac vI\right)^{1/4}=1351\ \text{nm}.
$$

For $P=1/e$ the thickness is $1.176\times1351$ nm, or about $1.59$ µm, and regrowth takes 26.5 min. For $P=0.99$ it is $0.372\times1351$ nm, or about 500 nm. For a 200 nm layer,

$$
N=\frac{\pi}{6}\times3\times10^{-13}\times200^4=2.5\times10^{-4},
$$

so about 0.025 % of its surface would be random.

The following changes are made one at a time, at $P=1/e$ and 600 °C:

* An incubation time of one hour, a rough value, adds 3.6 µm and raises the thickness to 5.2 µm if nucleation starts abruptly. For a gradual start with the rate $I\,[1+2\sum_{n\ge1}(-1)^n e^{-n^2t/\tau}]$, the extrapolated incubation time is $\pi^2\tau/6$. If this time is one hour, the thickness is only about 3.6 µm.
* Grains that all grow at 0.3 of the front speed place the thickness between 3.4 and 3.9 µm if the epitaxial crystal grows isotropically. The ratio 0.3 is an illustrative value, not a measured one, and the result is sensitive to it: for a ratio of 0.1 the same bounds are 6.0 and 8.9 µm. Slow facets in silicon, or a spread of grain speeds about the same average, could bring it below 3.4 µm.
* Surface nucleation at $J=2.4\times10^4$ cm$^{-2}$s$^{-1}$, which equals $IL/2$ for the 1.59 µm layer, lowers the thickness to 1.30 µm.
* A tenfold larger $I$ lowers it to 0.89 µm.

For a rapid anneal at 700 °C, take $E_v=2.7$ eV and $E_I=5.0$ eV, also rough, and no incubation. The front speed rises to about 40 nm/s and the nucleation rate to $2.8\times10^{11}$ cm$^{-3}$s$^{-1}$. The thickness for $P=1/e$ falls to about 720 nm, and regrowth takes 18 s. Heating from 600 to 700 °C at 50 K/s lasts 2 s, during which 22 nm grow. The thickness with the ramp is 734 nm against 724 nm without it, which lies within the derived bounds. The ramp is a minor correction here. These figures hold for steady nucleation only. If an incubation time of one hour at 600 °C shortened by the same factor of about 40 by which the front speeds up, it would still be 90 s at 700 °C. That is longer than the 18 s of regrowth, so the 720 nm layer would be finished before appreciable nucleation began.

### The model beside real layers

The front speed is of the right order for undoped (100) silicon near 600 °C. The nucleation rate is much less certain, since it depends on how the amorphous layer was made and on its impurities; the fourth root reduces a tenfold error to a factor of 1.78. A layer one or two hundred nanometres thick lies well below the calculated limit. Among the changes tried above at 600 °C, incubation and slower grains have the largest effects. With the one-hour incubation, the permitted thickness is 3.3 times the steady-state value if nucleation starts abruptly, but only about 2.3 times if it starts gradually as described above. In the isotropic model slower grains also raise the limit, whereas surface nuclei lower it. Impurities that slow the front also lower it if the nucleation rate and the ratio of grain speed to front speed stay the same; if they slow nucleation as well, the limit can remain unchanged or rise. The value of 1.59 µm belongs to $P=1/e$, where 63 % of the surface is random, so it is not a thickness for nearly complete epitaxy. As an estimate for that value of $P$ it is cautious if incubation is present, grains are no faster than the front, slow facets do not hold the front back, surface nucleation is weak, and the assumed $v$ and $I$ apply. The numerical output below lists the main values used here; its incubation figures are for an abrupt start.

## Values computed for the example and the checks

```
TESTS (reduced units)
Surface fraction, simulated (law: 0.500): 0.504
Fraction at 0.8 L, simulated: 0.661
Fraction at 0.8 L, formula: 0.658
Thicknesses for exponent test: 0.8, 1.3
Their simulated surface fractions: 0.805, 0.225
Measured exponent of L in ln(1/P): 3.98
With incubation, simulated (law: 0.500): 0.508
With surface nuclei, simulated: 0.503
With surface nuclei, formula: 0.506
Slow grains, direct count, sampled: 0.01406
Slow grains, direct count, formula: 0.01414
Slow grains, column count, sampled: 0.02553
Slow grains, column count, formula: 0.02568
EXAMPLE (rough silicon values, 600 C)
Front speed v: 1.0 nm/s
Nucleation rate I: 3.0e+08 cm^-3 s^-1 = 3.0e-13 nm^-3 s^-1
v/I: 3.333e+12 nm^4
(v/I)^(1/4): 1351 nm
Prefactor for P = 1/e: 1.176
Prefactor for P = 0.99: 0.372
Thickness for P = 1/e: 1588 nm = 1.59 um
Thickness for P = 0.99: 503 nm
Regrowth time for P = 1/e thickness: 26.5 min
Random surface fraction, 200 nm layer: 2.51e-04
NEGLECTED EFFECTS (P = 1/e)
Incubation time (rough): 3600 s
Growth during incubation: 3600 nm
Thickness with incubation: 5188 nm
Grain/front speed ratio: 0.3
Thickness bounds, slow grains: 3375 to 3919 nm
Surface rate J = I L/2: 2.38e+04 cm^-2 s^-1
Thickness with that surface rate: 1301 nm
Thickness if I is ten times larger: 893 nm
Activation energies E_v, E_I: 2.7, 5.0 eV
Front speed at 700 C: 39.9 nm/s
Nucleation rate at 700 C: 2.77e+11 cm^-3 s^-1
Thickness at 700 C: 724 nm
Regrowth time at 700 C: 18.1 s
Ramp rate and duration: 50 K/s, 2.0 s
Growth during ramp: 22.3 nm
Thickness at 700 C with ramp: 734 nm
```
